\section*{Why the JKR Pull-Off Force Does Not Depend on Elastic Modulus}

\section{A particle on a polished surface}

After polishing, a small sphere is left sitting on a flat surface. Surface attraction has flattened it slightly, so that it touches over a disc. A soft sphere flattens more than a stiff one and has a larger area in contact, which suggests that it should be harder to pull off. In the Johnson--Kendall--Roberts (JKR) model this expectation is wrong: spheres of equal radius and equal work of adhesion need the same normal force, whatever their stiffness.

Let the sphere have radius $R$ and the contact disc radius $a$. The approach $\delta$ is the distance by which the bodies, measured far from the contact, have moved together since first touching without deformation. The load $F$ is positive in compression, and $T=-F$ is the tension. The assumptions are as follows.

\begin{enumerate}
\item Both bodies are isotropic and linearly elastic, with Young's moduli $E_i$ and Poisson ratios $\nu_i$. The contact is small, $a\ll R$, so each body responds as a half-space, and the sphere's profile is replaced by the parabola $r^2/(2R)$.
\item The contact is frictionless, circular and changes slowly.
\item Forming unit area of contact releases the energy $w$, the work of adhesion in the surrounding medium. Separation costs the same amount. No attraction acts outside the contact.
\end{enumerate}

The two elastic responses combine into the reduced modulus $E^*$,
\begin{equation}
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2}.
\end{equation}

\paragraph{Theorem.} Under these assumptions the largest tension at which the contact can be in equilibrium is
\begin{equation}
T_c=\frac32\pi wR ,
\label{result}
\end{equation}
which does not contain $E^*$. It is reached at
\begin{equation}
a_c^3=\frac{9\pi wR^2}{8E^*},\qquad \delta_c=-\frac{a_c^2}{3R}.
\label{critical}
\end{equation}
For $0\le T<T_c$ a contact under fixed load has a stable equilibrium; for $T>T_c$ it has none and shrinks until the bodies part.

\section{The elastic problem}

\paragraph{Lemma 1 (surface response).} A normal pressure $p$ on the frictionless surfaces produces the total inward displacement
\begin{equation}
u(\mathbf x)=\frac1{\pi E^*}\int\frac{p(\mathbf x')}{|\mathbf x-\mathbf x'|}\,dA'.
\label{kernel}
\end{equation}

\emph{Proof.} Take one body, occupying $z>0$, with shear modulus $G=E/[2(1+\nu)]$. Let $\phi$ be harmonic there, write derivatives as subscripts, and set
\begin{align}
2Gu_j&=(1-2\nu)\phi_j+z\phi_{jz}\quad(j=x,y),\\
2Gu_z&=-2(1-\nu)\phi_z+z\phi_{zz}.
\end{align}
Using $\phi_{xx}+\phi_{yy}=-\phi_{zz}$, the terms in $z\phi_{zzz}$ cancel in the divergence and leave $2G\,\nabla\!\cdot\mathbf u=-2(1-2\nu)\phi_{zz}$. Since $\nabla^2(zf)=2f_z$ for harmonic $f$, each component also obeys $2G\nabla^2u_i=2\phi_{izz}$. Hence
\begin{equation}
\nabla^2\mathbf u+\frac1{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0,
\end{equation}
which is the equation of elastic equilibrium. The stresses follow from Hooke's law:
\begin{equation}
\sigma_{jz}=z\phi_{jzz},\qquad \sigma_{zz}=-\phi_{zz}+z\phi_{zzz}.
\end{equation}
At $z=0$ the shear stress vanishes and the pressure is $p=-\sigma_{zz}=\phi_{zz}$.

With $\rho$ the distance from the surface point $\mathbf x'$, choose $\phi=-(1/2\pi)\int p(\mathbf x')\ln(\rho+z)\,dA'$. The logarithm is harmonic for $z>0$ and its $z$-derivative is $1/\rho$, so
\begin{equation}
\phi_z=-\frac1{2\pi}\int\frac{p(\mathbf x')}{\rho}\,dA',\qquad
\phi_{zz}=\int\frac{z\,p(\mathbf x')}{2\pi\rho^3}\,dA'.
\end{equation}
The factor $z/(2\pi\rho^3)$ has unit integral over the plane and concentrates at $\rho=0$ as $z\to0$, so $\phi_{zz}\to p$ as required. The surface displacement is $u_z=-(1-\nu)\phi_z/G$, whose prefactor is $(1-\nu)/(2\pi G)=(1-\nu^2)/(\pi E)$. Both bodies feel the same pressure, and their inward displacements add. $\square$

\paragraph{Lemma 2 (contact pressure).} For given $a$ and $\delta$,
\begin{equation}
p=p_0\sqrt{1-\frac{r^2}{a^2}}+\frac{p_1}{\sqrt{1-r^2/a^2}},\quad
p_0=\frac{2E^*a}{\pi R},\quad p_1=\frac{E^*}{\pi a}\Bigl(\delta-\frac{a^2}{R}\Bigr).
\label{pressure}
\end{equation}

\emph{Proof.} Without deformation the gap would be $r^2/(2R)-\delta$. Closing it requires
\begin{equation}
u(r)=\delta-\frac{r^2}{2R}\qquad(r<a).
\label{closure}
\end{equation}
To evaluate (\ref{kernel}) at a point a distance $r$ from the centre, use polar coordinates about that point. The area element $|s|\,ds\,d\theta$ cancels the factor $1/|s|$ in the kernel, so the integral becomes a sum over chords through the point, with $0\le\theta<\pi$. A chord has half-length $h$, where $h^2=a^2-r^2\sin^2\theta$. If $t$ is measured from its midpoint, then $a^2-r'^2=h^2-t^2$. The two pressure shapes therefore give
\begin{align}
\int_0^\pi\!d\theta\int_{-h}^{h}\frac{a\,dt}{\sqrt{h^2-t^2}}&=\pi^2a,\\
\int_0^\pi\!d\theta\int_{-h}^{h}\frac{\sqrt{h^2-t^2}}a\,dt
&=\int_0^\pi\frac{\pi h^2}{2a}\,d\theta=\frac{\pi^2(2a^2-r^2)}{4a}.
\end{align}
Hence
\begin{equation}
u=\frac{\pi p_0}{4aE^*}(2a^2-r^2)+\frac{\pi a p_1}{E^*}.
\end{equation}
Matching the coefficient of $r^2$ in (\ref{closure}) gives $\pi p_0/(4aE^*)=1/(2R)$, hence $p_0$. The constant term then reads $a^2/R+\pi ap_1/E^*=\delta$, hence $p_1$. The solution is unique among pressures of finite energy: the difference of two solutions would produce no displacement in the disc and so have zero elastic energy, which is positive for any non-zero pressure. $\square$

\paragraph{Lemma 3 (force and energy).} The load and the stored elastic energy are
\begin{align}
F&=2E^*\Bigl(a\delta-\frac{a^3}{3R}\Bigr),\label{force}\\
U&=E^*\Bigl(a\delta^2-\frac{2a^3\delta}{3R}+\frac{a^5}{5R^2}\Bigr).\label{energy}
\end{align}

\emph{Proof.} Put $s=1-r^2/a^2$, so that $\int s^m\,dA=\pi a^2\int_0^1s^m\,ds=\pi a^2/(m+1)$. With $m=\pm\tfrac12$,
\begin{equation}
F=\frac{2\pi a^2}{3}p_0+2\pi a^2p_1
=\frac{4E^*a^3}{3R}+2E^*a\Bigl(\delta-\frac{a^2}{R}\Bigr),
\end{equation}
which is (\ref{force}). If the pressure is built up in proportion at fixed $a$, the displacement grows in proportion too, and the work done is
\begin{equation}
U=\frac12\int pu\,dA=\frac12F\delta-\frac1{4R}\int pr^2\,dA .
\end{equation}
Since $r^2=a^2(1-s)$, the two shapes contribute $\pi a^4(\frac23-\frac25)=\frac{4}{15}\pi a^4$ and $\pi a^4(2-\frac23)=\frac43\pi a^4$. Thus
\begin{align}
\int pr^2\,dA&=\frac{8E^*a^5}{15R}+\frac{4E^*a^3}{3}\Bigl(\delta-\frac{a^2}{R}\Bigr)\nonumber\\
&=\frac43E^*a^3\delta-\frac{4E^*a^5}{5R}.
\end{align}
Substitution gives (\ref{energy}); the term in $a^3\delta$ receives $-\frac13$ from each part. $\square$

The derivatives of the energy are
\begin{equation}
\frac{\partial U}{\partial\delta}=F,\qquad
\frac{\partial U}{\partial a}=E^*\Bigl(\delta-\frac{a^2}{R}\Bigr)^2 .
\label{derivatives}
\end{equation}
The first says that the load does the work when $a$ is fixed. The second is the elastic cost of enlarging the contact when $\delta$ is fixed.

\section{Proof of the theorem}

\subsection{Equilibrium of the contact edge}

At fixed $\delta$ the load does no work, and the energy to be made stationary is $U-\pi wa^2$. By (\ref{derivatives}),
\begin{equation}
E^*\Bigl(\delta-\frac{a^2}{R}\Bigr)^2=2\pi wa .
\label{balance}
\end{equation}
This has two roots for $\delta$, and the geometry outside the contact selects one. For $r>a$, the lines from an outside point that cross the disc span the angle $2\arcsin(a/r)$. The $p_1$ part of the pressure therefore displaces the surface by
\begin{equation}
\frac2\pi\Bigl(\delta-\frac{a^2}{R}\Bigr)\arcsin\frac ar
\simeq\Bigl(\delta-\frac{a^2}{R}\Bigr)\Bigl[1-\frac2\pi\sqrt{\frac{2(r-a)}a}\Bigr].
\end{equation}
The $p_0$ part opens a gap of order $(r-a)^{3/2}$, which is smaller near the edge. If $\delta>a^2/R$, the square root makes the gap negative and the bodies overlap. The admissible root is
\begin{equation}
\delta=\frac{a^2}{R}-\sqrt{\frac{2\pi wa}{E^*}} .
\label{delta}
\end{equation}
The pressure at the edge is then tensile.

\subsection{The load curve and its minimum}

Inserting (\ref{delta}) in (\ref{force}) gives the load at which a contact of radius $a$ is in equilibrium:
\begin{equation}
F(a)=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.
\label{curve}
\end{equation}
The first term is the Hertz load, which would hold the radius $a$ without adhesion. The second is the reduction due to adhesion. With $X=a^{3/2}$ the curve is a parabola, and completing the square gives
\begin{equation}
F=\frac{4E^*}{3R}\left[(X-X_c)^2-X_c^2\right],\qquad
X_c=\frac{3R}{8E^*}\sqrt{8\pi wE^*}.
\end{equation}
Hence $X_c^2=a_c^3=9\pi wR^2/(8E^*)$, and the lowest load is
\begin{equation}
F_{\min}=-\frac{4E^*}{3R}\,\frac{9\pi wR^2}{8E^*}=-\frac32\pi wR .
\end{equation}
The stiffness $E^*$ in the first factor is cancelled by the $1/E^*$ in the cube of the critical radius. For the approach, $w/E^*=8a_c^3/(9\pi R^2)$ turns the root in (\ref{delta}) into $4a_c^2/(3R)$, so $\delta_c=a_c^2/R-4a_c^2/(3R)=-a_c^2/(3R)$.

\subsection{Why the minimum is the pull-off point}

At fixed load $F$ the potential is $\Pi=U-\pi wa^2-F\delta$. For given $a$ it is a convex parabola in $\delta$, with its minimum where (\ref{force}) holds, at
\begin{equation}
\delta=\frac{F}{2E^*a}+\frac{a^2}{3R},\qquad
\delta-\frac{a^2}{R}=\frac{F-F_H}{2E^*a},\qquad F_H=\frac{4E^*a^3}{3R}.
\end{equation}
Since $\Pi$ is stationary in $\delta$ there, its total derivative along $a$ equals its partial derivative:
\begin{equation}
\frac{d\Pi}{da}=\frac{(F_H-F)^2-8\pi wE^*a^3}{4E^*a^2}.
\end{equation}
For $F=-T\le0$, the quantity $F_H+T$ is positive. The derivative then has the sign of $F_H+T-\sqrt{8\pi wE^*a^3}=F(a)+T$.

If $T>T_c$, this is positive for every $a$: shrinking always lowers the potential, and no equilibrium exists. If $0<T<T_c$, it vanishes at
\begin{equation}
X=X_c\bigl(1\pm\sqrt{1-T/T_c}\bigr)
\end{equation}
and is negative between these values. The larger radius is a local minimum and the smaller one is the top of the barrier to detachment. They merge at $T=T_c$. At $T=0$ the lower root moves to $a=0$, and the upper root gives a stable contact with $a_0^3=4a_c^3$. This proves the theorem. $\square$

\section{The meaning of the cancellation}

\paragraph{Remark 1 (the edge decides).} On the branch (\ref{delta}), $p_1=-\sqrt{2wE^*/(\pi a)}$. At a small distance $a-r$ inside the edge the tension is
\begin{equation}
-p\simeq\frac{|p_1|\sqrt{a/2}}{\sqrt{a-r}}=\sqrt{\frac{wE^*}{\pi(a-r)}} .
\end{equation}
Its strength does not depend on $a$. The contact opens like a crack running inward from its rim, and its area does not have to fail all at once. A stiffer sphere has a smaller contact but carries a larger mean stress. At pull-off the area scales as $E^{*-2/3}$ and the mean stress as $E^{*2/3}$, so their product stays fixed. The divergence at the rim results from giving the attraction zero range.

\paragraph{Remark 2 (the parabola is needed).} Consider the profile $r^n/(nR^{n-1})$. If lengths along the surface scale as $\ell$, displacements scale as $D=\ell^n/R^{n-1}$, pressure as $E^*D/\ell$ and elastic energy as $E^*\ell D^2$. Balancing the last against $w\ell^2$ gives
\begin{equation}
\ell^{2n-1}=\frac{wR^{2n-2}}{E^*},\qquad
T_c\propto\frac{w\ell^2}{D}=wR^{n-1}\ell^{2-n}\propto E^{*(n-2)/(2n-1)} .
\end{equation}
The exponent vanishes for $n=2$. For a quartic profile it is $2/7$, so a stiffer body of that shape holds more strongly. Independence of modulus thus belongs to the parabolic shape and is not a general property of adhesion.

\paragraph{Remark 3 (displacement control).} If $\delta$ is imposed instead of $F$, stability requires
\begin{equation}
\frac{\partial^2(U-\pi wa^2)}{\partial a^2}
=-\frac{4E^*a}{R}\Bigl(\delta-\frac{a^2}{R}\Bigr)-2\pi w
=2\pi w\Bigl(\frac{3X}{X_c}-1\Bigr)>0 .
\end{equation}
The contact now survives beyond the tension maximum, down to $X=X_c/3$, or $a^3=a_c^3/9$. There $T/T_c=1-(2/3)^2=5/9$. An instrument much stiffer than the contact, whose own stiffness at fixed $a$ is $2E^*a$, therefore records the same maximum force, followed by a falling tension and then a jump out of contact. A much softer instrument jumps out close to the maximum.

\paragraph{Remark 4 (no adhesion).} For $F>0$ the stable branch is $X=X_c(1+\sqrt{1+F/T_c})$. When $F\gg T_c$, $a^3\to a_c^3F/T_c=3RF/(4E^*)$, the Hertz result. The approach is slow: the relative excess of $a^3$ over the Hertz value falls as $2\sqrt{T_c/F}$.

\section{The rigid limit}

Equation (\ref{result}) does not describe a perfectly rigid sphere, although it contains no modulus. Real attraction has a range $z_0$. Let the force per area between flat surfaces at gap $g$ be attractive, $\sigma(g)>0$, for $g>z_0$ and repulsive for $g<z_0$, with $w=\int_{z_0}^\infty\sigma\,dg$. For a rigid parabola at closest distance $d$, $g=d+r^2/(2R)$ and $2\pi r\,dr=2\pi R\,dg$, so
\begin{equation}
T(d)=2\pi R\int_d^\infty\sigma(g)\,dg,\qquad \max_dT=T(z_0)=2\pi wR .
\end{equation}
This also lacks a modulus, but is $4/3$ of the JKR value. Here the attraction acts across an undeformed gap; in JKR it is confined to the contact.

The JKR limit requires the surfaces to stretch by much more than $z_0$ before they part. From (\ref{critical}),
\begin{equation}
\frac{|\delta_c|}{z_0}=\frac13\Bigl(\frac{9\pi}8\Bigr)^{2/3}\mu_T\approx0.77\,\mu_T,\qquad
\mu_T=\Bigl(\frac{Rw^2}{E^{*2}z_0^3}\Bigr)^{1/3}.
\end{equation}
The Tabor parameter $\mu_T$ must be large. Raising $E^*$ at fixed $R$, $w$ and $z_0$ eventually violates this condition, and the pull-off force then does change with modulus as it passes from one limit to the other.

\section{A worked example}

Take the round values $R=10\,\mu\mathrm m$, $w=0.05\,\mathrm{J/m^2}$ and $z_0=0.3\,\mathrm{nm}$. Then
\begin{equation}
T_c=1.5\pi(0.05)(10^{-5})\,\mathrm N=2.356\times10^{-6}\,\mathrm N=2.356\,\mu\mathrm N .
\end{equation}
For $E^*=100\,\mathrm{MPa}$,
\begin{equation}
a_c^3=\frac{9\pi(0.05)(10^{-5})^2}{8\times10^8}\,\mathrm{m^3}
=1.767\times10^{-19}\,\mathrm{m^3},
\end{equation}
so $a_c=561\,\mathrm{nm}$. The zero-load radius is $4^{1/3}a_c=891\,\mathrm{nm}$, and $\delta_c=-561.2^2/(3\times10^4)\,\mathrm{nm}=-10.5\,\mathrm{nm}$. The mean tensile stress at pull-off is $T_c/(\pi a_c^2)=2.38\,\mathrm{MPa}$. The same formulas give, for three moduli,

\begin{center}
\begin{tabular}{rrrrr}
$E^*$ (MPa) & $a_c$ (nm) & $\delta_c$ (nm) & stress (MPa) & $\mu_T$\\
\hline
10 & 1209 & $-48.7$ & 0.51 & 210\\
100 & 561 & $-10.5$ & 2.38 & 45\\
1000 & 260 & $-2.3$ & 11.1 & 9.7
\end{tabular}
\end{center}

The JKR pull-off force is $2.356\,\mu\mathrm N$ in every row. A hundredfold rise in modulus reduces the contact radius by a factor of about 4.6 and multiplies the mean stress by about 22. Under displacement control the last tension before the jump is $5/9$ of the maximum, or $1.309\,\mu\mathrm N$.

The two ends of the table approach different limits of the model. For the softest sphere the zero-load contact has $a_0/R=0.19$. The next term in the sphere's profile, $r^4/(8R^3)$, is then $a_0^2/(4R^2)\approx0.9\%$ of the parabolic term at the contact edge. Keeping the full spherical profile, still with half-space elasticity, lowers the pull-off force in this row by about $0.6\%$, to $2.34\,\mu\mathrm N$, so for a true sphere the independence of modulus holds only to leading order in $a/R$. For the stiffest sphere $\mu_T$ is 9.7 and $|\delta_c|$ is only 2.3 nm, less than eight times $z_0$, so the finite range of attraction matters most there. The rigid value for the same $R$ and $w$ would be $3.142\,\mu\mathrm N$.

For particle removal, the result concerns a slow normal pull on a smooth, elastic, single contact. It does not give the force needed to roll or slide the particle. Roughness, plastic flattening and viscous loss break the assumptions, and through them stiffness can matter again. So does the finite range of attraction when both the sphere and the surface are hard: with the same $R$, $w$ and $z_0$, a modulus $E^*\approx37\,\mathrm{GPa}$, about that of silica on silica, gives $\mu_T\approx0.88$, and a smaller sphere gives less. At this $w$, oxide particles of this size or smaller on an oxide surface therefore lie outside the JKR limit; their pull-off force lies between the JKR and rigid values, so (\ref{result}) underestimates it. On a soft polymer surface $E^*$ is set by the softer body, and $\mu_T$ can be large even for a hard particle. Within the model, a lower normal pull-off force requires a smaller $w$ or a smaller $R$; changing $E^*$ alone leaves it unchanged.

Numbers in the example were calculated in double precision.
